**Image energy of an ion in water near silica**

The program tests \(W=\Delta q^2/(4\varepsilon_1d)\), with \(\Delta=(\varepsilon_1-\varepsilon_2)/(\varepsilon_1+\varepsilon_2)\), for an ion of charge \(q\) at distance \(d\) from a sharp, uncharged boundary. Here \(\varepsilon_1\) and \(\varepsilon_2\) are the permittivities of water and silica, and the formula is in atomic units. The program asserts that this energy agrees with a finite-volume solution of the Poisson equation and with the work done against the force of the induced boundary charge. The same solver tests the formulas for salt, for a low-permittivity water layer and for the conducting limit. Further assertions cover the boundary conditions, the Born energy, the Gouy–Chapman potential and the leading effect of ion size. For \(d=0.3\) nm the output gives \(W=0.0139\) eV, or 0.54 \(kT\) at 298 K. It also shows that the assumed wall charge and the assumed water layer each change the ion's energy by more than \(W\) itself.

## Numerical check

```python
# Result under test: an ion of charge +-e in water (permittivity eps_w), at distance d
# from a flat silica half-space (permittivity eps_s), has the image free energy
#     W = contrast * e^2 / (4 pi eps0 * 4 eps_w d),
#     contrast = (eps_w - eps_s) / (eps_w + eps_s),
# relative to bulk water, for a sharp uncharged boundary and no salt.
# Lengths are in nm, energies in eV; COULOMB = e^2/(4 pi eps0) in eV nm.
# The z axis points from the wall (z = 0) into the water.
import numpy as np
from math import comb
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9
K_B = const.k / const.e

# Inputs: rough typical values for oxide polishing or wet cleaning
d = 0.3
eps_w, eps_s = 78.0, 3.9
temperature = 298.0
layer_thickness, eps_layer = 0.2, 10.0
ion_radius, eps_cavity = 0.2, 1.0
wall_charge_uC = -1.0
salts = (0.01, 0.1)
warm_temperature, warm_eps = 333.0, 67.0
kT = K_B * temperature
bjerrum = COULOMB / (eps_w * kT)


def contrast(eps_a, eps_b):
    return (eps_a - eps_b) / (eps_a + eps_b)


def image_energy(distance, eps_a=eps_w, eps_b=eps_s):
    return COULOMB * contrast(eps_a, eps_b) / (4 * eps_a * distance)


def salt_energy(distance, kappa):
    """Image energy with Debye screening in the water only."""
    def integrand(k):
        p = np.sqrt(k * k + kappa * kappa)
        reflect = (eps_w * p - eps_s * k) / (eps_w * p + eps_s * k)
        return k / p * reflect * np.exp(-2 * p * distance)
    return COULOMB / (2 * eps_w) * quad(integrand, 0, 100, limit=300)[0]


def layer_energy(distance, thickness, eps_mid):
    """Image energy with a uniform layer between wall and bulk water."""
    outer, inner = contrast(eps_w, eps_mid), contrast(eps_mid, eps_s)

    def integrand(k):
        decay = inner * np.exp(-2 * k * thickness)
        reflect = (outer + decay) / (1 + outer * decay)
        return reflect * np.exp(-2 * k * (distance - thickness))
    return COULOMB / (2 * eps_w) * quad(integrand, 0, 200, limit=300)[0]


# Independent solver: finite volumes in z for each lateral wave number k
def green_at_ion(k, eps, kappa_sq, h, ion_cell):
    link = 2 * eps[:-1] * eps[1:] / (eps[:-1] + eps[1:]) / h
    diagonal = eps * (k * k + kappa_sq) * h
    diagonal[:-1] += link
    diagonal[1:] += link
    for end in (0, -1):  # decaying solution continued outside the grid
        s = (k * k + kappa_sq[end]) * h * h
        ratio = 1 + s / 2 - np.sqrt(s + s * s / 4)
        diagonal[end] += eps[end] * (1 - ratio) / h
    bands = np.zeros((3, len(eps)))
    bands[0, 1:] = -link
    bands[1] = diagonal
    bands[2, :-1] = -link
    source = np.zeros(len(eps))
    source[ion_cell] = 4 * np.pi
    return solve_banded((1, 1), bands, source)[ion_cell]


def solved_energy(eps_wall=eps_s, kappa=0.0, thickness=0.0, eps_mid=eps_w):
    cells_to_ion, margin = 400, 20
    h = d / (cells_to_ion + 0.5)
    ion_cell = margin + cells_to_ion
    z = (np.arange(ion_cell + margin + 1) - margin + 0.5) * h
    eps = np.where(z < 0, eps_wall, np.where(z < thickness, eps_mid, eps_w))
    salt = np.where(z < 0, 0.0, kappa**2)
    eps_bulk = np.full(len(z), eps_w)
    salt_bulk = np.full(len(z), kappa**2)
    nodes, weights = np.polynomial.legendre.leggauss(80)
    total = 0.0
    for k, weight in zip(50 * (nodes + 1), 50 * weights):
        change = (green_at_ion(k, eps, salt, h, ion_cell)
                  - green_at_ion(k, eps_bulk, salt_bulk, h, ion_cell))
        total += weight * k / (2 * np.pi) * change
    return 0.5 * COULOMB * total


W = image_energy(d)
W_solved = solved_energy()
assert abs(W_solved / W - 1) < 1e-3

# The image potentials must meet both boundary conditions at z = 0
image_charge = contrast(eps_w, eps_s)
transmitted_charge = 2 * eps_s / (eps_w + eps_s)


def phi_water(rho, z):
    return (1 / np.hypot(rho, z - d)
            + image_charge / np.hypot(rho, z + d)) / eps_w


def phi_silica(rho, z):
    return transmitted_charge / (eps_s * np.hypot(rho, z - d))


step = 1e-5
for rho in (0.0, 0.2, 0.7, 2.0):
    assert np.isclose(phi_water(rho, 0), phi_silica(rho, 0), rtol=1e-10)
    flux_w = eps_w * (phi_water(rho, step) - phi_water(rho, -step))
    flux_s = eps_s * (phi_silica(rho, step) - phi_silica(rho, -step))
    assert np.isclose(flux_w, flux_s, rtol=1e-5)


# Interface charge from the jump of the normal field; force by summing rings
def interface_charge(rho, distance):
    ion_field = -distance / (eps_w * np.hypot(rho, distance)**3)
    # eps_w (ion_field + 2 pi sigma) = eps_s (ion_field - 2 pi sigma)
    return (eps_s - eps_w) * ion_field / (2 * np.pi * (eps_w + eps_s))


def ring_force(distance):
    def ring(u):
        rho = u * distance
        pull = distance / np.hypot(rho, distance)**3
        return (interface_charge(rho, distance) * pull
                * 2 * np.pi * rho * distance)
    return COULOMB * quad(ring, 0, np.inf)[0]


force = COULOMB * image_charge / (4 * eps_w * d**2)
force_rings = ring_force(d)
work = quad(ring_force, d, np.inf)[0]
bound_total = quad(lambda r: 2 * np.pi * r * interface_charge(r, d),
                   0, np.inf)[0]
assert abs(force_rings / force - 1) < 1e-6
assert abs(work / W - 1) < 1e-5
assert abs(bound_total * eps_w / image_charge - 1) < 1e-5
full_product = COULOMB * image_charge / (eps_w * 2 * d)
assert abs(work / full_product - 0.5) < 1e-5

# Ideal conductor as the limit of a very large wall permittivity
W_metal = -COULOMB / (4 * eps_w * d)
assert abs(solved_energy(eps_wall=1e6) / W_metal - 1) < 2e-3

# Salt
kappas = [np.sqrt(8 * np.pi * bjerrum * c * const.N_A * 1e-24) for c in salts]
W_salts = [salt_energy(d, kappa) for kappa in kappas]
for kappa, value in zip(kappas, W_salts):
    assert abs(solved_energy(kappa=kappa) / value - 1) < 2e-3
    assert value < W

# Interfacial water of low permittivity
W_layer = layer_energy(d, layer_thickness, eps_layer)
W_layer_solved = solved_energy(thickness=layer_thickness, eps_mid=eps_layer)
assert abs(W_layer_solved / W_layer - 1) < 2e-3
assert W_layer > W

# Hydration lost if the ion were wholly surrounded by layer water
born = COULOMB / (2 * ion_radius) * (1 / eps_layer - 1 / eps_w)
field_energy = [COULOMB * quad(lambda r: eps * (1 / (eps * r * r))**2
                               * r * r / 2, ion_radius, np.inf)[0]
                for eps in (eps_layer, eps_w)]
assert abs((field_energy[0] - field_energy[1]) / born - 1) < 1e-6

# Wall charge: Gouy-Chapman potential in the more dilute salt
sigma = wall_charge_uC * 1e-2 / const.e * 1e-18  # elementary charges per nm^2
kappa = kappas[0]
y_wall = 2 * np.arcsinh(2 * np.pi * bjerrum * sigma / kappa)


def reduced_potential(z):
    return 4 * np.arctanh(np.tanh(y_wall / 4) * np.exp(-kappa * z))


far = 2 / kappa
path = solve_ivp(lambda z, y: [y[1], kappa**2 * np.sinh(y[0])], (0, far),
                 [y_wall, -4 * np.pi * bjerrum * sigma],
                 t_eval=[d, far], rtol=1e-10, atol=1e-12)
assert path.success
assert np.allclose(path.y[0], [reduced_potential(d), reduced_potential(far)],
                   rtol=1e-6)
wall_energy = kT * reduced_potential(d)


# Ion size: cavity of radius a with the charge at its centre, by multipoles
def cavity_energy(radius, order=12):
    gap = 2 * d
    n = np.arange(order + 1)
    mirror = np.array([[image_charge * (-1)**(i + j) * comb(i + j, i)
                        / gap**(i + j + 1) for j in n] for i in n])
    response = (n * (eps_w - eps_cavity) * radius**(2.0 * n + 1)
                / (n * eps_cavity + (n + 1) * eps_w))
    matrix = np.eye(order + 1) - response[:, None] * mirror
    source = np.zeros(order + 1)
    source[0] = 1 / eps_w
    moments = np.linalg.solve(matrix, source)
    return 0.5 * COULOMB * mirror[0] @ moments


W_cavity = cavity_energy(ion_radius)
small = 0.06
image_field = image_charge / (4 * eps_w * d**2)
polarizability = (eps_w * small**3 * (eps_cavity - eps_w)
                  / (eps_cavity + 2 * eps_w))
dipole_energy = -0.5 * COULOMB * polarizability * image_field**2
assert abs((cavity_energy(small) - W) / dipole_energy - 1) < 0.03
assert abs(cavity_energy(ion_radius, 18) / W_cavity - 1) < 1e-6

# Temperature of use
W_warm = image_energy(d, warm_eps, eps_s)
kT_warm = K_B * warm_temperature

# Thermal comparison
d_thermal = image_charge * bjerrum / 4
assert abs(image_energy(d_thermal) / kT - 1) < 1e-10

print(f"Distance of ion from wall: {d:.1f} nm")
print(f"Relative permittivity of water (rough): {eps_w:.0f}")
print(f"Relative permittivity of silica (rough): {eps_s:.1f}")
print(f"Temperature: {temperature:.0f} K")
print(f"e^2/(4 pi eps0): {COULOMB:.5f} eV nm")
print(f"Dielectric contrast = image charge / ion charge: {image_charge:.4f}")
print(f"Transmitted charge / ion charge: {transmitted_charge:.4f}")
print(f"Total interface bound charge / ion charge: {bound_total:.5f}")
print(f"Image energy W, formula: {W:.5f} eV")
print(f"Image energy W, Poisson solver: {W_solved:.5f} eV")
print(f"Image energy W, work against ring force: {work:.5f} eV")
print(f"Charge times image potential (no half): {full_product:.5f} eV")
print(f"Force away from wall: {force:.5f} eV/nm")
print(f"Force away from wall, converted: {force / 10:.6f} eV/angstrom")
print(f"Force from interface charge rings: {force_rings:.5f} eV/nm")
print(f"Image field at ion: {force * 10:.3f} MV/cm")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"Bjerrum length: {bjerrum:.4f} nm")
print(f"W/kT: {W / kT:.3f}")
print(f"Boltzmann factor exp(-W/kT): {np.exp(-W / kT):.3f}")
print(f"Distance where W = kT: {d_thermal:.3f} nm")
for x in (0.5, 1.0):
    print(f"Image energy at {x:.1f} nm: {image_energy(x):.5f} eV")
print(f"Image energy at ideal conductor, same d: {W_metal:.5f} eV")
for c, kap, value in zip(salts, kappas, W_salts):
    print(f"Salt {c:.2f} mol/L: Debye length {1 / kap:.3f} nm")
    print(f"Salt {c:.2f} mol/L: W {value:.5f} eV, ratio {value / W:.3f}")
print(f"Layer thickness (rough): {layer_thickness:.1f} nm")
print(f"Layer relative permittivity (rough): {eps_layer:.0f}")
print(f"W with layer: {W_layer:.5f} eV, ratio {W_layer / W:.3f}")
print(f"Ion radius (rough): {ion_radius:.1f} nm")
print(f"Born cost if wholly in layer water: {born:.3f} eV")
print(f"Relative permittivity inside ion cavity: {eps_cavity:.0f}")
print(f"W with ion cavity: {W_cavity:.5f} eV, ratio {W_cavity / W:.4f}")
print(f"Wall charge (rough): {wall_charge_uC:.1f} uC/cm2")
print(f"Wall potential, {salts[0]:.2f} mol/L: {kT * y_wall:.4f} V")
print(f"Wall-charge energy of cation at d: {wall_energy:.4f} eV")
print(f"Wall-charge energy of anion at d: {-wall_energy:.4f} eV")
print(f"Size of wall-charge energy / W: {abs(wall_energy) / W:.2f}")
print(f"Warm case: {warm_temperature:.0f} K, permittivity {warm_eps:.0f} (rough)")
print(f"Warm case W: {W_warm:.5f} eV, W/kT {W_warm / kT_warm:.3f}")
print("OK")
```

Printed output:

```
Distance of ion from wall: 0.3 nm
Relative permittivity of water (rough): 78
Relative permittivity of silica (rough): 3.9
Temperature: 298 K
e^2/(4 pi eps0): 1.43996 eV nm
Dielectric contrast = image charge / ion charge: 0.9048
Transmitted charge / ion charge: 0.0952
Total interface bound charge / ion charge: 0.01160
Image energy W, formula: 0.01392 eV
Image energy W, Poisson solver: 0.01392 eV
Image energy W, work against ring force: 0.01392 eV
Charge times image potential (no half): 0.02784 eV
Force away from wall: 0.04640 eV/nm
Force away from wall, converted: 0.004640 eV/angstrom
Force from interface charge rings: 0.04640 eV/nm
Image field at ion: 0.464 MV/cm
Thermal energy kT: 0.02568 eV
Bjerrum length: 0.7189 nm
W/kT: 0.542
Boltzmann factor exp(-W/kT): 0.582
Distance where W = kT: 0.163 nm
Image energy at 0.5 nm: 0.00835 eV
Image energy at 1.0 nm: 0.00418 eV
Image energy at ideal conductor, same d: -0.01538 eV
Salt 0.01 mol/L: Debye length 3.032 nm
Salt 0.01 mol/L: W 0.01152 eV, ratio 0.827
Salt 0.10 mol/L: Debye length 0.959 nm
Salt 0.10 mol/L: W 0.00759 eV, ratio 0.545
Layer thickness (rough): 0.2 nm
Layer relative permittivity (rough): 10
W with layer: 0.03794 eV, ratio 2.725
Ion radius (rough): 0.2 nm
Born cost if wholly in layer water: 0.314 eV
Relative permittivity inside ion cavity: 1
W with ion cavity: 0.01420 eV, ratio 1.0201
Wall charge (rough): -1.0 uC/cm2
Wall potential, 0.01 mol/L: -0.0398 V
Wall-charge energy of cation at d: -0.0357 eV
Wall-charge energy of anion at d: 0.0357 eV
Size of wall-charge energy / W: 2.57
Warm case: 333 K, permittivity 67 (rough)
Warm case W: 0.01594 eV, W/kT 0.555
OK
```
